# Displacive and Impulsive Raman Forces on Coherent Phonons from Dielectric Functions, part 1

(Sections cited here and not found follow in the second part.)

## Part I. The cycle-averaged Ehrenfest force

### Definitions and conventions

A crystal has one Raman-active phonon coordinate $Q$, a length, with effective mass $M$ per cell and angular frequency $\Omega$. The cell volume $V$ is held fixed. The coordinate is classical, is the same in every cell, and is measured from equilibrium in the electronic ground state. The macroscopic electric field inside the crystal is

$$E(t)=A(t)\cos\omega_0t ,$$

where $A(t)$ is real, smooth and even about $t=0$. A real envelope means an unchirped pulse. Fourier transforms follow $E(t)=\int\frac{d\omega}{2\pi}E(\omega)e^{-i\omega t}$, so absorption gives a positive imaginary part of the dielectric function $\varepsilon=\varepsilon_1+i\varepsilon_2$. Since the field is real, $E(-\omega)=E^*(\omega)$.

The electrons are independent and make vertical transitions, labelled $k$, between a filled and an empty state. A sum over $k$ means a sum per cell, including spin and the weights of the Brillouin-zone average. Each transition has the Hamiltonian

$$H_k=\tfrac12\hbar\omega_k(Q)\,\sigma_z-d_k(Q)E(t)\,\sigma_x , \tag{1}$$

with $\sigma_z=+1$ for the upper state and $d_k$ the real transition dipole along the field. The slope of the transition energy is $\Xi_k=\hbar\,\partial_Q\omega_k$. A prime on $d_k$ means $\partial_Q$; on a function of frequency it means the frequency derivative.

Equation (1) leaves out intraband currents and mixing of the two states by $Q$. It therefore describes a crystal with a gap, before the light creates enough carriers to respond as a plasma.

### The force and its place in density functional theory

The Ehrenfest force is $-\sum_k\langle\partial_QH_k\rangle$. If $n_k$ is the population of the upper state, then $\langle\sigma_z\rangle_k=2n_k-1$, and

$$-\sum_k\langle\partial_QH_k\rangle=\sum_k\tfrac12\Xi_k-\sum_k\Xi_kn_k+\sum_kd_k'E\langle\sigma_x\rangle_k .$$

The first sum is present without light. It is only one piece of the ground-state force, because (1) omits the mean energy of the two levels, which also depends on $Q$ but adds the same force whatever the populations. All such light-independent contributions, with the forces between the ions, are collected in the restoring force $-M\Omega^2Q$. The light-induced force is

$$F=-\sum_k\Xi_kn_k+\sum_kd_k'E\langle\sigma_x\rangle_k . \tag{2}$$

In time-dependent density functional theory the electronic force is $-\int n\,\partial_Qv_{\rm ext}$, with the bare ionic potential, whereas $\Xi_k$ computed from Kohn–Sham bands contains the slope of the effective potential $v_s$. The two agree under a definite approximation. Let $n_s$ be the slow density change produced by the light with the effective potential frozen, $\chi_s$ the static Kohn–Sham response and $f$ the adiabatic Hartree-exchange-correlation kernel. Screening gives

$$\delta n=n_s+\chi_sf\,\delta n,\qquad \partial_Qv_s=\partial_Qv_{\rm ext}+f\chi_s\,\partial_Qv_s .$$

Solve the second relation for $\partial_Qv_{\rm ext}$ and use the symmetry of $f$ and $\chi_s$ to move them onto $\delta n$:

$$\int\delta n\,\partial_Qv_{\rm ext}=\int\delta n\,(1-f\chi_s)\partial_Qv_s=\int\big[(1-\chi_sf)\delta n\big]\partial_Qv_s=\int n_s\,\partial_Qv_s .$$

Slow linear screening is thus already contained in the slopes of the Kohn–Sham energies. Induced potentials at the optical frequency, including local fields and excitonic effects, and second-order kernels are still left out. The results below hold for independent electrons in this sense.

### First-order amplitudes

Write the state of a transition as $a|v\rangle+b|c\rangle$. To lowest order the lower amplitude keeps its free phase, $a=e^{i\omega_kt/2}$. Set $b=c_k\,e^{i\omega_kt/2}$. The Schrödinger equation for $b$ becomes

$$\dot c_k=-i\omega_kc_k+\frac{i d_k}{\hbar}E(t),\qquad n_k=|c_k|^2,\qquad \langle\sigma_x\rangle_k=2\,{\rm Re}\,c_k .$$

Its causal Fourier solution is

$$c_k(\omega)=\frac{d_k}{\hbar}R_k(\omega)E(\omega),\qquad R_k(\omega)=\frac{1}{\omega_k-\omega-i0} .$$

The motion of $Q$ during the pulse is neglected here. Since $Q$ is itself of second order in the field, its effect on $n_k$ is of fourth order.

The dipole is $p_k=d_k\langle\sigma_x\rangle_k=d_k(c_k+c_k^*)$. The transform of $c_k^*(t)$ is $[c_k(-\omega)]^*$, which contains $E^*(-\omega)=E(\omega)$. Hence $p_k(\omega)=\varepsilon_0V\chi_k(\omega)E(\omega)$, with

$$\chi_k=g_k\left[R_k(\omega)+R_k^*(-\omega)\right],\qquad g_k=\frac{d_k^2}{\varepsilon_0V\hbar},\qquad \varepsilon=1+\sum_k\chi_k . \tag{3}$$

The population will turn out to contain the difference of the same two terms,

$$D_k(\omega)=g_k\left[R_k(\omega)-R_k^*(-\omega)\right] . \tag{4}$$

### The population as a double frequency integral

Multiplying $c_k$ by its conjugate gives

$$n_k(t)=\frac{d_k^2}{\hbar^2}\iint\frac{d\omega_1d\omega_2}{4\pi^2}E(\omega_1)E^*(\omega_2)R_k(\omega_1)R_k^*(\omega_2)e^{-i(\omega_1-\omega_2)t}.$$

For two denominators $x$ and $y$, $1/(xy)=(1/x-1/y)/(y-x)$. Here $x=\omega_k-\omega_1-i0$ and $y=\omega_k-\omega_2+i0$, so

$$R_k(\omega_1)R_k^*(\omega_2)=\frac{R_k(\omega_1)-R_k^*(\omega_2)}{\omega_1-\omega_2+i0}.$$

Now change variables by $(\omega_1,\omega_2)\to(-\omega_2,-\omega_1)$. The difference $\omega_1-\omega_2$ is unchanged, and so is the product of fields, because the field is real. The numerator becomes $R_k(-\omega_2)-R_k^*(-\omega_1)$. The mean of the old and new numerators is $[D_k(\omega_1)-D_k^*(\omega_2)]/(2g_k)$. Since $d_k^2/\hbar^2=\varepsilon_0Vg_k/\hbar$,

$$n_k=\frac{\varepsilon_0V}{2\hbar}\iint\frac{d\omega_1d\omega_2}{4\pi^2}E(\omega_1)E^*(\omega_2)\frac{D_k(\omega_1)-D_k^*(\omega_2)}{\omega_1-\omega_2+i0}e^{-i(\omega_1-\omega_2)t}. \tag{5}$$

No rotating-wave approximation has been made.

### Averaging over the optical cycle

With $A(\nu)$ the transform of the envelope, $E(\omega)=\frac12[A(\omega-\omega_0)+A(\omega+\omega_0)]$. The slow part of (5) comes from both frequencies near $+\omega_0$ or both near $-\omega_0$. The change of variables just used maps one region onto the other, so they contribute equally. Two regions and the factor $(1/2)^2$ from the fields turn the prefactor $\varepsilon_0V/2\hbar$ into $\varepsilon_0V/4\hbar$.

A single $D_k$ is singular at resonance, so the sum over transitions must precede any expansion. Define the smooth function

$$\mathcal D(\omega)=\sum_k\Xi_kD_k(\omega)=\mathcal D_1+i\mathcal D_2 .$$

Put $\omega_{1,2}=\omega_0+\nu_{1,2}$. If the pulse bandwidth is small against the frequency scale on which $\mathcal D$ varies, then to first order

$$\mathcal D(\omega_0+\nu_1)-\mathcal D^*(\omega_0+\nu_2)\simeq2i\mathcal D_2+\mathcal D_1'(\nu_1-\nu_2)+i\mathcal D_2'(\nu_1+\nu_2). \tag{6}$$

Return to time. The double integral of $A(\nu_1)A^*(\nu_2)e^{-i(\nu_1-\nu_2)t}$ is $A^2(t)$. A division by $\nu_1-\nu_2+i0$ acts as $-i\int_{-\infty}^tdt'$, because $\nu_1-\nu_2$ corresponds to $i\partial_t$ and the sign of $i0$ selects the solution that vanishes before the pulse. The three terms become:

- The constant gives $2i\mathcal D_2(-i)\int^tA^2dt'=2\mathcal D_2\int^tA^2dt'$.
- In the second term the denominator cancels, leaving $\mathcal D_1'A^2(t)$.
- In the third, $\nu_1$ acts as $i\partial_t$ on $A$ and $\nu_2$ as $-i\partial_t$ on $A^*$. The result contains $i(\dot AA^*-A\dot A^*)$, which is zero for a real envelope.

Therefore

$$\overline{\sum_k\Xi_kn_k}=\frac{\varepsilon_0V}{4\hbar}\left[2\mathcal D_2(\omega_0)\int_{-\infty}^tA^2dt'+\mathcal D_1'(\omega_0)A^2(t)\right]. \tag{7}$$

The first part remains after the pulse and is carried by real electron–hole pairs. The second follows the instantaneous intensity and vanishes after the pulse. Below the gap every ${\rm Re}\,D_k'=g_k[(\omega_k-\omega_0)^{-2}+(\omega_k+\omega_0)^{-2}]$ is positive, and the term is the virtual population of states dressed by the field, weighted by their slopes. Inside an absorption band it is only the difference between the averaged sum and the accumulated first part. Even with all $\Xi_k$ set to one it can then be negative, so it is not a population by itself.

### Two identities with the dielectric function

For $\omega>0$ the term $R_k^*(-\omega)=1/(\omega_k+\omega+i0)$ is real, so it does not matter for the imaginary part whether it is added or subtracted:

$${\rm Im}\,D_k={\rm Im}\,\chi_k=\pi g_k\,\delta(\omega-\omega_k). \tag{8}$$

Hence $\mathcal D_2(\omega_0)=\Xi(\omega_0)\varepsilon_2(\omega_0)$, where $\Xi(\omega_0)$ is the mean slope of the resonant transitions, weighted by their absorption.

For the real part, differentiate $\chi_k$ with respect to $Q$ at fixed dipoles, marked by a subscript $d$. The function $1/(\omega_k-\omega)$ has opposite derivatives with respect to $\omega_k$ and $\omega$, while $1/(\omega_k+\omega)$ has equal ones. The sum in $\chi_k$ therefore turns into the difference in $D_k$:

$$(\partial_Q\chi_k)_d=\frac{\Xi_k}{\hbar}\frac{\partial\chi_k}{\partial\omega_k}=-\frac{\Xi_k}{\hbar}\frac{\partial D_k}{\partial\omega},\qquad\text{so}\qquad \mathcal D_1'=-\hbar(\partial_Q\varepsilon_1)_d . \tag{9}$$

The first term of the force (2) is minus (7):

$$-\overline{\sum_k\Xi_kn_k}=\frac{\varepsilon_0V}{4}(\partial_Q\varepsilon_1)_dA^2-\frac{\varepsilon_0V}{2\hbar}\Xi\varepsilon_2\int_{-\infty}^tA^2dt'. \tag{10}$$

### The force from changing dipoles

The second term of (2) is $\sum_k(d_k'/d_k)E\,p_k$. For a slow envelope,

$$p_k=\varepsilon_0VA\left[{\rm Re}\,\chi_k\cos\omega_0t+{\rm Im}\,\chi_k\sin\omega_0t\right].$$

Multiplication by $A\cos\omega_0t$ and averaging keep half of the cosine part. At fixed transition energies $\chi_k\propto d_k^2$, so $\partial_Q\chi_k=2(d_k'/d_k)\chi_k$. Thus

$$\overline{\sum_kd_k'E\langle\sigma_x\rangle_k}=\frac{\varepsilon_0V}{2}A^2\sum_k\frac{d_k'}{d_k}{\rm Re}\,\chi_k=\frac{\varepsilon_0V}{4}(\partial_Q\varepsilon_1)_{\omega_k}A^2 . \tag{11}$$

This is the part of $\partial_Q\varepsilon_1$ missing from (10). The next term in the bandwidth is proportional to $dA^2/dt$ and has zero time integral. Changing dipoles give no lasting force at this order.

### Absorption as an integral of a dielectric derivative

The lasting term in (10) contains $\Xi\varepsilon_2$, which can itself be obtained from a $Q$ derivative. From (8), $\varepsilon_2=\pi\sum_kg_k\delta(\omega-\omega_k)$. Moving the transition energies at fixed $g_k$ gives

$$(\partial_Q\varepsilon_2)_d=-\frac{1}{\hbar}\frac{\partial}{\partial\omega}\left[\pi\sum_kg_k\Xi_k\delta(\omega-\omega_k)\right]=-\frac{1}{\hbar}\frac{\partial(\Xi\varepsilon_2)}{\partial\omega}.$$

This is a continuity equation: the squared dipoles, whose sum is conserved here, are carried along the energy axis and $\Xi\varepsilon_2$ is its current. Integrate over photon energy $u=\hbar\omega$ from zero, where the gap makes $\varepsilon_2$ vanish:

$$K\equiv\int_0^{\hbar\omega_0}\left(\frac{\partial\varepsilon_2}{\partial Q}\right)_d du=-\Xi(\omega_0)\,\varepsilon_2(\omega_0). \tag{12}$$

$K$ is the weight brought below the photon energy per unit displacement. It is positive when the resonant transition energy falls with growing $Q$. The averaged force is

$$\boxed{F(t)=\frac{\varepsilon_0V}{4}\frac{\partial\varepsilon_1(\omega_0)}{\partial Q}A^2(t)+\frac{\varepsilon_0V}{2\hbar}K\int_{-\infty}^tA^2(t')\,dt'} \tag{13}$$

The first term is the impulsive Raman force, the second the displacive force. The local derivative $(\partial_Q\varepsilon_2)_d$ at $\omega_0$ does not set the displacive amplitude: it vanishes where $\Xi\varepsilon_2$ has an extremum, and there the force per unit pulse area is extremal.

An energy balance checks the second prefactor. The mean absorbed power per cell is $\overline{E\dot p}=\frac12\varepsilon_0V\omega_0\varepsilon_2A^2$, where $p=\sum_kp_k$. Division by $\hbar\omega_0$ and integration give the number of pairs per cell,

$$N=\frac{\varepsilon_0V}{2\hbar}\varepsilon_2(\omega_0)\int A^2dt . \tag{14}$$

The lasting force is then $-\Xi N$: each pair exerts minus the slope of its transition energy.

## Part II. Phonon motion, use and numerical example

### Quantities taken from Part I

The pulse is $E=A\cos\omega_0t$ with a real, even envelope centred at $t=0$. The coordinate $Q$ has mass $M$ per cell, frequency $\Omega$ and cell volume $V$. The force is (13). It contains the full derivative $\partial_Q\varepsilon_1(\omega_0)$ and the quantity $K=\int_0^{\hbar\omega_0}(\partial_Q\varepsilon_2)_ddu=-\Xi\varepsilon_2$, taken at fixed transition dipoles, where $\Xi$ is the mean energy slope of the resonant transitions. The number of pairs per cell is $N$ of (14). These results are of second order in the field and assume independent electrons, a gap, vertical transitions without band mixing by $Q$, and a bandwidth small against the spectral structure. For the oscillation after the pulse, $\hbar\Omega$ must be small against that structure as well.

To second order in the field, the cycle-averaged force (13) consists of an impulsive term set by $\partial_Q\varepsilon_1(\omega_0)$ and a displacive term set by $K=-\Xi\varepsilon_2$. What remains is to find the phonon motion and its phase, give a procedure for calculating them, and test the formulas against a simulation of a model crystal.
